# Elmore delay of a crossbar word line: quadratic law and first correction

## The situation

A crossbar memory has a cell wherever a word line crosses a bit line. To reach a cell, a driver at one end of the word line raises its voltage. With a strong driver, the near cells see the change almost at once. The far cell must wait, because the current that charges each crossing has to pass through all the wire before it.

Take a line with 1024 crossings. Each segment of wire has a resistance of 2 ohm, and each crossing adds 0.1 fF. The product of these two numbers is only 0.20 fs, yet the far end takes about 0.1 ns to respond, half a million times longer. We want to know where this factor comes from, how it grows with the length of the line, and when the growth law fails.

## Model and definition of the delay

Number the segments \(k=1,\dots,N\) from the driver. Segment \(k\) is a resistance \(r\) followed by a node with voltage \(v_k(t)\), and from that node a capacitance \(c\) leads to conductors held at fixed potential. All nodes start at zero. At \(t=0\) an ideal source, with no internal resistance, steps to \(V\) and stays there. Leakage and inductance are left out for now.

The Elmore delay of the far node is the area between its final and its present voltage, divided by the step:
\[
T=\int_0^\infty\left(1-\frac{v_N(t)}{V}\right)dt .
\]
Integration by parts shows its meaning:
\[
T=\left[t\left(1-\frac{v_N}{V}\right)\right]_0^\infty+\int_0^\infty t\,\frac{1}{V}\frac{dv_N}{dt}\,dt .
\]
The bracket vanishes at both ends, since \(v_N\) approaches \(V\) exponentially. What remains is an average of \(t\) with weight \((dv_N/dt)/V\), whose integral is 1.

The weight is never negative. The rates \(dv_k/dt\) obey the same network equations as the voltages, but with a grounded source, and they start at zero or above. If one of them has fallen to zero while its neighbours are not negative, the resistors can only push it up. So \(T\) is a true mean arrival time of the voltage. It is not the time at which the far node reaches half its final value, which is found separately below.

## The delay from a count of charge

Let \(I_k\) be the current through resistor \(k\). The voltage lost between source and far node is the sum of the drops:
\[
V-v_N=\sum_{k=1}^{N} r I_k .
\]
Divide by \(V\) and integrate over time:
\[
T=\frac{r}{V}\sum_{k=1}^{N}\int_0^\infty I_k\,dt=\frac{r}{V}\sum_{k=1}^{N}Q_k ,
\]
where \(Q_k\) is the total charge that passes through resistor \(k\). This charge is known without solving for any waveform. Resistor \(k\) feeds nodes \(k,k+1,\dots,N\), which are \(N-k+1\) nodes, and each ends with charge \(cV\). Hence \(Q_k=(N-k+1)cV\), and
\[
T=rc\sum_{k=1}^{N}(N-k+1)=rc\,(N+\dots+2+1)=\frac{rc\,N(N+1)}{2}.
\]

The result holds for this ladder at any \(N\). The first resistor carries the charge of the whole line, the last one that of a single node. On average a resistor carries about half the total, and this is the origin of the factor \(1/2\).

Stopping the sum of voltage drops at node \(m\) gives the delay there:
\[
T_m=rc\sum_{k=1}^{m}(N-k+1)=rc\left[m(N+1)-\frac{m(m+1)}{2}\right]=rc\left[mN-\frac{m(m-1)}{2}\right].
\]
For a long line with \(m=xN\), this tends to \(rcN^2(x-x^2/2)\). At the middle, \(x=1/2\), the bracket is \(3/8\), against \(1/2\) at the end. The middle node therefore already has three quarters of the far mean delay (for the half-way time the fraction is about 0.63, for the 90 % time about 0.86). The second half of the wire adds little, because little charge flows through it.

## Long lines: leading term and first correction

Write the delay as a leading term times a correction:
\[
T=\frac{rcN^2}{2}\left(1+\frac1N\right)=\frac{RC}{2}\left(1+\frac1N\right),\qquad R=Nr,\quad C=Nc .
\]
At fixed \(r\) and \(c\), a longer line has more resistance and more capacitance, each in proportion to \(N\). This gives the quadratic law. Doubling the length multiplies the delay by
\[
\frac{T(2N)}{T(N)}=\frac{2N(2N+1)}{N(N+1)}=\frac{2(2N+1)}{N+1}=4-\frac{2}{N+1},
\]
which is slightly less than 4.

The correction \(1/N\) depends on where the capacitance sits within a segment. Suppose that each crossing lies in the middle of its segment, with \(r/2\) on either side. The first half of segment \(k\) carries the charge of \(N-k+1\) nodes, the second half that of \(N-k\) nodes. Then
\[
T_{\rm mid}=rc\sum_{k=1}^{N}\left[\frac{N-k+1}{2}+\frac{N-k}{2}\right]
=rc\sum_{k=1}^{N}\left(N-k+\tfrac12\right).
\]
Since \(\sum_k(N-k)=N(N-1)/2\), this equals
\[
T_{\rm mid}=rc\left[\frac{N(N-1)}{2}+\frac N2\right]=\frac{rcN^2}{2},
\]
and the correction is gone. The leading term belongs to the wire, while the first correction belongs to the way it is cut into pieces. For a thousand segments the difference is one part in a thousand, far below the uncertainty of \(r\) and \(c\).

## The numbers

For \(N=1024\), \(r=2\) ohm and \(c=0.1\) fF, the totals are \(R=2048\) ohm and \(C=102.4\) fF, so that \(RC=0.2097\) ns. The sum is \(1024\times1025/2=524800\), and
\[
T=0.20\ \text{fs}\times 524800=104.96\ \text{ps}\approx 0.105\ \text{ns}.
\]
Putting the whole resistance in front of the whole capacitance would give \(RC=0.21\) ns, about twice as much, since it sends all the charge through all the wire.

At half the length, \(N=512\), the delay is 26.27 ps. The ratio is 3.996, which corresponds to a length exponent of \(\log_2 3.996=1.999\).

## The half-way time and its first correction

A circuit often responds when the voltage crosses a threshold, so the waveform matters too. Let \(d_k=V-v_k\) be the voltage still missing at node \(k\). Current balance at each node gives
\[
rc\,\frac{dd_k}{dt}=d_{k-1}-2d_k+d_{k+1},\qquad d_0=0,\qquad d_{N+1}=d_N .
\]
The first end condition is the ideal source. The second says that no current leaves the far end; it introduces a fictitious node \(N+1\) so that the last equation has the same form as the others.

Try \(d_k=\sin(k\theta)\,e^{-\gamma t}\), which satisfies \(d_0=0\). Because \(\sin((k-1)\theta)+\sin((k+1)\theta)=2\cos\theta\sin(k\theta)\), the equation requires
\[
rc\,\gamma=2-2\cos\theta=4\sin^2\frac{\theta}{2}.
\]
The far end requires
\[
\sin((N+1)\theta)-\sin(N\theta)=2\cos\left((N+\tfrac12)\theta\right)\sin\frac\theta2=0,
\]
so the allowed values are \(\theta_p=(2p-1)\pi/(2N+1)\), with \(p=1,\dots,N\).

At \(t=0\) every \(d_k\) equals \(V\). The modes are orthogonal, being eigenvectors of a symmetric matrix with distinct eigenvalues. The coefficient of mode \(p\) is therefore \(V\sum_k\sin(k\theta)\big/\sum_k\sin^2(k\theta)\), with \(\theta=\theta_p\). Both sums telescope. For the first,
\[
2\sin\frac\theta2\sum_{k=1}^N\sin(k\theta)=\cos\frac\theta2-\cos\left((N+\tfrac12)\theta\right)=\cos\frac\theta2 .
\]
For the second, use \(\sin^2(k\theta)=\frac12-\frac12\cos(2k\theta)\) together with
\[
2\sin\theta\sum_{k=1}^N\cos(2k\theta)=\sin((2N+1)\theta)-\sin\theta=-\sin\theta ,
\]
where \((2N+1)\theta\) is a multiple of \(\pi\). The cosine sum is \(-1/2\), and so \(\sum_k\sin^2(k\theta)=N/2+1/4=(2N+1)/4\).

At the far node the mode has the value \(\sin(N\theta_p)=(-1)^{p-1}\cos(\theta_p/2)\). Collecting the factors,
\[
1-\frac{v_N}{V}=\sum_{p=1}^N A_p e^{-\gamma_p t},\qquad
A_p=(-1)^{p-1}\frac{2\cos^2(\theta_p/2)}{(2N+1)\sin(\theta_p/2)} .
\]

For large \(N\) the angle \(\theta_1=\pi/(2N+1)\) is small. Expanding sine and cosine gives
\[
A_1=\frac4\pi\left[1+O(N^{-2})\right],\qquad
\gamma_1=\frac{\pi^2}{4rc\,(N+\frac12)^2}\left[1+O(N^{-2})\right].
\]
The next mode has amplitude near \(-4/(3\pi)\) and decays nine times faster, so at late times the first mode is enough. Setting \(1-f=A_1e^{-\gamma_1t}\) gives the time to reach a fraction \(f\) of the step:
\[
t_f\approx\frac{4}{\pi^2}\ln\left(\frac{4}{\pi(1-f)}\right)RC\left(1+\frac1N\right).
\]
Here \((N+\frac12)^2=N^2(1+1/N+\dots)\) was used. The threshold time has the same quadratic law and the same relative first correction as the mean time.

At \(f=1/2\) the dropped second mode is smaller than the first by the factor \(\frac13(\pi/8)^8\approx2\times10^{-4}\), since \(e^{-\gamma_1t}=\pi/8\) there. The approximation is therefore good already at the half-way point. It would fail for small \(f\), where many modes contribute.

The leading term gives \(t_{50}\approx0.379\,RC=0.0794\) ns. Diagonalizing the 1024 node equations numerically and searching for the crossing gives 0.0795 ns. The correction is easier to see on a shorter line. For \(N=128\) the leading term is \(0.3788\times0.20\ \text{fs}\times128^2=1.241\) ps, the factor \(1+1/128\) raises it to 1.251 ps, and the numerical value is 1.251 ps.

The 90 % time of the full line is 0.216 ns, or \(1.03\,RC\). The mean, \(0.5\,RC\), lies between the two: the slow exponential tail pulls it above the half-way time. A designer who needs the far cell at 90 % of its voltage must allow about twice the Elmore delay.

## The other limit: a line ruled by its driver

A real driver has an output resistance \(R_d\). All the charge \(NcV\) passes through it, so the charge count gains one term:
\[
T=R_dNc+\frac{rcN(N+1)}{2}
=\frac{rcN^2}{2}\left[1+\frac1N\left(1+\frac{2R_d}{r}\right)\right].
\]
The driver also enters at relative order \(1/N\), but with the coefficient \(2R_d/r\), which can be large. The quadratic law needs \(N\gg 2R_d/r\), or equivalently \(R_d\ll R/2\). It is not enough that \(N\) itself is large.

In the opposite limit, \(N\ll2R_d/r\), the useful form is
\[
T=R_dNc\left[1+\frac{r(N+1)}{2R_d}\right].
\]
The wire then acts as a single capacitor, and the delay is linear in length. The two parts are equal at \(N+1=2R_d/r\).

Take \(R_d=1000\) ohm, a rough value for a small driver. The parts are equal at \(N=999\), so our line sits almost at the crossover. The driver adds \(1000\ \text{ohm}\times102.4\ \text{fF}=0.1024\) ns, and the total is 0.207 ns, about twice the ideal value. The half-way time, again from the numerical modes, rises from 0.080 to 0.153 ns. These figures treat the driver as a constant resistance. A transistor limits its current while the voltage across it is large: a square-law device with 1000 ohm at small voltage gives, for a 2 V step, a total of about 0.25 ns at 1.5 V gate overdrive and 0.29 ns at 1.0 V.

With the driver held fixed, going from 512 to 1024 segments raises the delay from \(0.0512+0.0263=0.0775\) ns to 0.2074 ns. The ratio is 2.68, and the length exponent over this doubling is 1.42. The quadratic law describes the wire's own part, not the total.

## Inductance and leakage

With an inductance \(l\) in each segment, the voltage balance becomes
\[
V-v_N=\sum_{k=1}^N\left(rI_k+l\,\frac{dI_k}{dt}\right).
\]
Every current starts at zero and ends at zero, so the new term integrates to nothing. The charges \(Q_k\) are unchanged, and so is \(T\). Inductance changes the shape of the edge, not the area above it.

A rough 1 pH/um gives \(l=0.2\) pH for a segment 200 nm long. The computed half-way time of the 1024-segment line then shifts by only 0.008 ps. In a continuous line, however, no signal arrives before the flight time \(N\sqrt{lc}\), which is 4.58 ps here; in the lumped ladder of 1024 segments the front is smeared over roughly ten segments around this time. This time is linear in \(N\), while the half-way time is quadratic, so for short lines the flight time wins. Equating \(N\sqrt{lc}\) with \(0.379\,rcN^2\) gives
\[
N\approx\frac{\sqrt{lc}}{0.379\,rc}=\frac{4.47\ \text{fs}}{0.0758\ \text{fs}}\approx 59 .
\]
Near and below this length, with an ideal driver, the RC waveform is no longer a fair description: the far node overshoots (by about 2 % at \(N=59\) and 18 % at \(N=40\)), and \(T\), though unchanged, is no longer a mean arrival time. Somewhat longer lines keep the RC half-way time (to about 1 % at \(N=128\)), but their early rise is still held back by the flight time.

Cells that are not selected still leak. Let each have a small conductance \(g\) to a conductor at zero potential. In the steady state, resistor \(k\) carries the leakage of the \(N-k+1\) nodes beyond it, each close to \(gV\). The far node therefore misses the fraction
\[
\frac{V-v_N}{V}\approx gr\sum_{k=1}^{N}(N-k+1)=\frac{grN(N+1)}{2},
\]
valid while this number is small. It is the Elmore sum with \(c\) replaced by \(g\). A leakage of 10 nA at a swing of 2 V means \(g=5\) nS and a loss of 0.525 %. Solving the full ladder gives 0.523 %; it is slightly lower because the far cells, at reduced voltage, leak a little less.

Leakage also shortens the half-way time, measured relative to the new final voltage, by 0.3 %. It gives every mode an extra decay rate \(g/c\), which is 0.4 % of \(\gamma_1\). This alone would shorten the time by 0.4 %, but the amplitude of the first mode, relative to the new final voltage, rises by about 0.1 % and takes back part of the gain. These figures assume a constant conductance. The leakage of a real selector rises steeply with voltage. With the same 10 nA at 2 V the static loss then stays near 0.5 %, but little current leaks during the first half of the rise, and the half-way time shortens by about 0.5 %, mainly because its target voltage is lower.

## Beside a real array

The values of \(r\) and \(c\) fit a tungsten word line in an array of phase-change cells with ovonic threshold selectors, at a relaxed pitch of 200 nm. All inputs are rough. A wire 100 nm wide and 100 nm high, with a film resistivity of 10 microohm cm, has 2.0 ohm per segment. A wire capacitance of 0.2 fF/um contributes 0.040 fF. A cell stack 100 nm square and 30 nm thick, with relative permittivity 20, treated as a parallel plate, contributes 0.059 fF. The line is 205 um long. This pitch is several times that of dense crosspoint arrays, for which both \(r\) and \(c\) must be worked out afresh. Of the effects on the delay estimated here, the driver's resistance is the largest: as shown above, 1000 ohm moves the delay from 0.105 to 0.207 ns.

Temperature comes next. If the resistivity rises by 0.024 microohm cm per kelvin, warming by 60 K adds 1.44 to the original 10 microohm cm. The wire's delay grows by the same 14.4 %, to 0.120 ns.

Bit lines may also float instead of being held. Suppose that all of \(c\) leads to bit lines, and that each bit line crosses \(N-1\) other word lines held at fixed potential. The load is then \(c\) in series with \((N-1)c\), which is \(c(1-1/N)\), a reduction of 0.1 %. A floating bit line is tied down well enough by its other crossings.

Part of the wire capacitance leads to the neighbouring word lines, which are held only at their driver end and are as resistive as the selected one. They return to their starting potential, so the charge count and \(T\) do not change, but the waveform does. With ideal drivers and 0.007 fF to each neighbour, the half-way time shortens by about 0.5 % and the far end of a neighbour is lifted for a moment by about 3 % of the step. If the whole 0.040 fF went to the neighbours, these figures would be about 4 % and 10 %.

Two further effects lie outside the delay but matter for its use. A selected far cell that draws 100 uA causes a static drop of \(100\ \text{uA}\times2048\ \text{ohm}=0.205\) V, about 10 % of the 2 V swing. Waiting longer does not remove it, and a 1000 ohm driver adds another 0.1 V. For a cell 100 nm square, 100 uA is only 1 MA/cm², which, spread evenly, is too little to melt the phase-change layer. A write current would be several times larger, and the drop grows in proportion: 0.5 mA would cost 1.0 V, half the swing. And if the selector needs roughly 1 ns to switch, that is about ten times the Elmore delay. For these values the charging of the word line is shorter than the selector time, but the margin depends on the measure: with the 1000 ohm driver the 90 % time is 0.44 ns, nearly half of it. At fixed \(r\), \(c\) and selector time, and with an ideal driver, the Elmore delay reaches similar size on a line about three times longer, since \(3^2=9\), and the 90 % time does so on a line about twice as long. At three times the length the static drop in the wire at 100 uA would already be 0.61 V, about 30 % of the swing.
